# Why ADC(2) gives conical intersections between excited states but not with S0, part 2

The question is whether degeneracies in ADC(2) are cones, with seams of dimension $F-2$ in $F$ coordinates $q$. $H$ is real and spin-free; S0, S1, S2 are singlets in order of exact energy. Energies are in eV, main results also in J.

$\Phi_0$ is the real RHF determinant, $\Psi_0$ the exact lowest singlet, $H=H_0+\lambda V$, $H_0=\sum_p\varepsilon_p\,p^\dagger p$. Excitation operators $C_I$ give $\Phi_I=C_I\Phi_0$ and $[H_0,C_J]=\Delta_JC_J$. First-order doubles amplitudes are
$$t_{kl}^{cd}=\frac{\langle cd\|kl\rangle}{\varepsilon_k+\varepsilon_l-\varepsilon_c-\varepsilon_d}.$$
Orthogonalizing $C_I\Psi_0$ to $\Psi_0$ and lower classes, then orthonormalizing symmetrically within the class, gives $\tilde\Psi_I$ (ISR in the output) and
$$M_{IJ}=\langle\tilde\Psi_I|H-E_0|\tilde\Psi_J\rangle.$$
For singles, the precursor overlap is $S=1+\lambda^2S^{(2)}$ and $M=S^{-1/2}NS^{-1/2}$, with $N_{IJ}=\langle\Psi_0|C_I^\dagger[H,C_J]|\Psi_0\rangle$. Symmetrizing $N^{(2)}=S^{(2)}\Delta+R$ cancels $S^{(2)}$, leaving $M^{(2)}=\frac12(R+R^T)$.

ADC(2) keeps the singles block through $\lambda^2$, singles-doubles through $\lambda$, doubles through $\lambda^0$. Its energies are $E_0=E_{\rm HF}+E^{(2)}=E_{\rm MP2}$ and $E_n=E_{\rm MP2}+\omega_n$, with $\omega_n$ the singlet eigenvalues of $M$.

The orbital Hessian $A+B$ is defined by $\delta E=2\theta(A+B)\theta$ for real rotations $\theta$. The rank of $G=\frac12\nabla\nabla(\text{gap}^2)$ at a degeneracy counts the directions that lift it.

**Model.** Two electrons occupy orbitals 1, 2, 3 (a, b, c in the output), with $(pp|pp)=U=10$, $(pp|qq)=J_{pq}$, $J_{12}=J_{23}=6$, $J_{13}=5$, $(pq|pq)=(pq|qp)=K=1$, and
$$h_{11}=-x,\quad h_{22}=x,\quad h_{33}=z,\quad h_{12}=y,\quad h_{23}=w,\quad h_{13}=v.$$
Here $q=(x,y,z,w)$, $v=0.3$ eV, and FCI is exact. The FCI S1/S0 cone is at $(1.387,0.025,6,0.3)$ eV, with $y_0$ its $y$ value; $x^*(y)$ is the zero of $\omega_1$. The model loop is a circle of radius 0.1 eV about this cone in $(x,y)$.

**Symmetric case** ($w=v=0$). At $y=0$, $|12\rangle_+=(|12\rangle+|21\rangle)/\sqrt2$ is an exact eigenstate with energy $J_{12}+K$, odd under the sign change of orbital 2. It crosses the lowest even state at $x_0$ ($1.390$ eV for $z=6$ eV); $y\ne0$ couples them. Also $\Delta_2=2x+1$ and
$$\omega_1(x,0)=2x-3+\frac{1}{2(2x+1)}+\frac{1}{2(x+z-1)} .$$

## The general statement

Assume that $H(q)$ is real and smooth in a simply connected region of the $F$ coordinates, that a real RHF solution exists throughout it with $A+B$ positive definite, that every virtual orbital energy lies above every occupied one, and that one spin and spatial symmetry block is considered.

(a) If $\omega_m=\omega_{m+1}$ at $q_0$, apart from all other eigenvalues, and the vectors $g,h$ below are independent, the degeneracy set near $q_0$ has dimension $F-2$, the surfaces form a cone, and the eigenvectors change sign around it.

(b) If $\omega_1(q_0)=0$ is a simple eigenvalue with $\nabla\omega_1\neq0$, the S1/S0 degeneracy set near $q_0$ has dimension $F-1$, $\omega_1$ changes sign across it, and neither $\Phi_0$ nor the S1 vector changes sign on a small loop around $q_0$.

(c) The untruncated construction also has an uncoupled ground state, yet it gives the exact gaps around the cone wherever $\Phi_0$ overlaps with the exact S0, the lowest singlet. The defect in (b) comes from decoupling together with a smooth, single-valued reference of finite order.

### Smoothness

The RHF equations state that the energy gradient in real orbital rotations vanishes. Their Jacobian is proportional to $A+B$ and is invertible, so by the implicit function theorem the occupied space depends smoothly on $q$, and so do the Fock operator and $V$. Smooth orthonormal occupied and virtual orbitals are obtained near $q_0$ by projecting the orbitals of $q_0$ and orthonormalizing symmetrically. They need not be canonical. Then $\Delta$ becomes a symmetric matrix, $[H_0,C_J]=\sum_KC_K\Delta_{KJ}$, the cancellation of $S^{(2)}$ goes through as written, and $t$ solves a linear system whose eigenvalues are the nonzero denominators. A rotation within the occupied or the virtual space changes $M$ by an orthogonal similarity. So $E_{\rm MP2}(q)$ and $M(q)$ are smooth, even where canonical orbital energies cross.

### Two eigenvalues of a smooth symmetric matrix

Let $W(q)$ be real, symmetric and smooth, with a pair of eigenvalues equal to $E$ at $q_0$ and apart from the rest. The projector on the pair is a contour integral of the resolvent around both and is smooth, so it has a smooth orthonormal basis $u_1,u_2$. With $W_{mn}=u_m^TWu_n$ the $2\times2$ secular equation gives
$$\text{gap}^2=(W_{22}-W_{11})^2+4W_{12}^2 .$$
A sum of real squares vanishes only if both terms do. At $q_0$, where $Wu_n=Eu_n$,
$$\nabla W_{mn}=u_m^T(\nabla W)u_n+E\,\nabla(u_m^Tu_n)=u_m^T(\nabla W)u_n .$$
Define $g=\nabla(W_{22}-W_{11})$ and $h=\nabla W_{12}$ at $q_0$. If they are independent, the implicit function theorem makes the common zero set a manifold of dimension $F-2$. To leading order $\text{gap}^2=(g\cdot\delta)^2+4(h\cdot\delta)^2$ for a displacement $\delta$, so $G=gg^T+4hh^T$ has rank 2. Write $W_{22}-W_{11}=\text{gap}\cos\alpha$ and $2W_{12}=\text{gap}\sin\alpha$. The traceless part of the block is $\frac12\text{gap}\begin{pmatrix}-\cos\alpha&\sin\alpha\\ \sin\alpha&\cos\alpha\end{pmatrix}$. Applied to $(\cos\frac\alpha2,-\sin\frac\alpha2)$ the matrix gives $-\cos(\alpha-\frac\alpha2)=-\cos\frac\alpha2$ and $\sin(\alpha-\frac\alpha2)=\sin\frac\alpha2$, so this is the lower eigenvector. A small loop around the seam maps invertibly onto a loop around the origin of the plane $(g\cdot\delta,2h\cdot\delta)$, $\alpha$ changes by $\pm2\pi$, and the vector changes sign.

Symmetry of $W$ is what makes the second term a square. For a real nonsymmetric matrix it is $4W_{12}W_{21}$, which can be negative, and degeneracy can then be reached with one condition.

### Proof of (a)

$E_{\rm MP2}$ cancels in $E_{m+1}-E_m=\omega_{m+1}-\omega_m$, and $W=M$ satisfies the assumptions above. Adding the smooth $E_{\rm MP2}(q)$ to both sheets tilts the cone and leaves the gap unchanged. The statement concerns dimension and sign only. Position, $g$ and $h$ carry the truncation error, which for a state dominated by doubles begins at first order, since the doubles block is kept at zeroth order.

### Proof of (b)

The full set of ADC(2) energies belongs to the block matrix $\mathrm{diag}(E_{\rm MP2},\,E_{\rm MP2}+M)$. For the pair S0, S1 the element $W_{12}$ is zero at every $q$, so $h=0$ and one condition is left. A simple eigenvalue of a smooth symmetric matrix is smooth, by the same contour argument around one eigenvalue. The implicit function theorem then makes $\omega_1=0$ a manifold of dimension $F-1$, and $\omega_1\approx\nabla\omega_1\cdot\delta$ takes both signs. From $\nabla\nabla\omega_1^2=2\nabla\omega_1\nabla\omega_1^T+2\omega_1\nabla\nabla\omega_1$ it follows that $G=\nabla\omega_1\nabla\omega_1^T$ on the seam, of rank 1. Differentiating $\omega_1(x^*(y),y)=0$ gives $dx^*/dy=-\partial_y\omega_1/\partial_x\omega_1$. The sign acquired by the eigenvector on a loop takes the values $\pm1$ and is continuous while the loop is shrunk through points where $\omega_1$ is simple; it equals $+1$ for a point, hence for the loop. The same holds for $\Phi_0$.

If $\nabla\omega_1=0$ at the zero, the gap is of second or higher order in the displacement in every direction, which is again no cone. For $F=1$, (b) gives a true crossing at a point between states of the same symmetry, where two conditions cannot in general be met and the exact curves avoid each other.

### Proof of (c)

Let $c_0=\langle\Phi_0|\Psi_0\rangle$, with $\Psi_0$ the lowest singlet. Each $C_I$ raises the excitation rank, so $C_I\Psi_0=c_0\Phi_I$ plus determinants of higher rank than $I$. The map from determinants to precursors is triangular with diagonal $c_0$. For $c_0\neq0$ and all classes kept, the $\tilde\Psi_I$ are a complete orthonormal basis of the complement of $\Psi_0$, which $H$ leaves invariant, and the singlet eigenvalues of $M$ are $E_n-E_0\ge0$. The cone enters through the reference: near it $\Psi_0=u_1\cos\frac\alpha2-u_2\sin\frac\alpha2$ depends on the direction of approach, and $E_0$ has the kink of the lower sheet. Neither $M$ nor $E_0$ is smooth there. In the model, at displacements $(\mp0.03,+0.03)$ eV in $(x,y)$ from the cone, the untruncated matrix and FCI both give 0.0893 eV on each side, where ADC(2) gives $-0.0536$ and $+0.0579$ eV.

No finite order inherits this. Every order of $E_0$ and $M$ is a finite product of $V$ and resolvents of $H_0$, all smooth under the assumptions, so (b) holds for ADC($n$) with the MP$n$ energy at any finite $n$. The full series cannot repair it everywhere either. On a loop around the exact cone $\Phi_0$ returns to itself and the continuously followed $\Psi_0$ returns with the opposite sign. Then $c_0$ is continuous and either vanishes at the start or ends at minus its starting value, so it has a zero on every such loop. There $\Psi_0/c_0$, the form of S0 in intermediate normalization, does not exist, so the Møller-Plesset series cannot converge to S0, and the completeness argument above also fails at that point. The series need not diverge where $c_0=0$; it can represent S1 instead. In the symmetric case at $y=0$ and $x<x_0$ the lowest singlet is $|12\rangle_+$ with $c_0=0$, symmetry keeps the series in the even block, and at $x=1.3$, $z=6$ eV it converges to 7.170 eV, the energy of S1, while $E_0=7$ eV. On the model loop $c_0$ runs from $+0.987$ to $-0.987$ with one zero. At that zero the exact S0 contains none of $\Phi_0$, while $E_{\rm MP2}$ is still built on $\Phi_0$ and still carries the label S0.

### Where the assumptions fail

Where $A+B$ becomes singular, at $x=1$ eV in the symmetric case, the RHF solution branches, and where two RHF minima exchange order the lowest one jumps. $E_{\rm MP2}$ and $M$ then have cusps or steps, the smoothness argument is lost, and both (a) and (b) go with it; such features come from the mean field and are not cones of correlated states. A vanishing orbital gap makes $t$ diverge, with the same consequence. The assumption on $A+B$ covers real singlet rotations only. Imaginary rotations have the Hessian $A-B$. In the symmetric case the $1\to2$ elements are $A=2x-3$ and $A+B=2x-2$, so $A-B=2x-4$, which is negative at the crossing. The real RHF solution is then a saddle point among complex orbitals. It is still a stationary point and a smooth function of $q$, and (b) describes ADC(2) built on this real reference. The triplet of the configuration 12 has energy $J_{12}-K$ at $y=w=v=0$, which is $2K$ below the open-shell singlet and so below both singlets at their crossing; the Hessian element for the real spin-unrestricted $1\to2$ rotation, $\Delta_2-J_{12}-K=2x-6$, is negative there as well, and RHF is kept as the reference regardless. If $g$ and $h$ are parallel or one vanishes, (a) makes no statement and higher orders decide. Where $W_{12}$ vanishes identically, as for states of different symmetry within symmetry-preserving coordinates, one condition is left, and within those $F_s$ coordinates the exact seam too has dimension $F_s-1$. A symmetry-breaking coordinate that couples the states restores the second condition, as $y$ does in the symmetric case above. For a complex Hermitian matrix, as with a magnetic field, $W_{12}$ has two parts, and the generic seam between excited states has dimension $F-3$. The S1/S0 condition is still $\omega_1=0$ alone, but imaginary rotations then enter the RHF equations, and the smoothness used in (b) requires that the full Hessian of the solution followed, real and imaginary rotations together, be nonsingular.

## Values computed for the example and the checks

```
U = 10.0 eV, J_ab = 6.0, J_ac = 5.0, J_bc = 6.0, K = 1.0, v = 0.3 eV
max |formula - ISR Taylor|: 4e/4o 2.3e-10 eV, model 9.3e-11 eV
hand case x=1.5,z=6 eV: terms 0.00000 0.12500 0.07692, omega_1 = 0.20192 eV
hand case zero at x = 1.39494 eV, terms -0.21012 0.13193 0.07819 eV
FCI S1/S0: (x,y,z,w) = 1.38667 0.02472 6.00000 0.30000 eV
  eig G = 5.3899 3.5370 0.0000 0.0000 (dimensionless), rank 2
FCI S2/S1: (x,y,z,w) = 2.50000 0.30000 3.49170 -0.05183 eV
  eig G = 3.9308 2.0275 0.0000 0.0000 (dimensionless), rank 2
ADC(2) S2/S1: (x,y,z,w) = 2.50000 0.30000 3.51416 -0.04860 eV
  eig G = 3.9293 2.0331 0.0000 0.0000 (dimensionless), rank 2
  omega_1 = omega_2 = 2.34734 eV; FCI S1-S0 at its cone 2.32591 eV
ADC(2) S1/S0: (x,y,z,w) = 1.38701 0.05000 6.00000 0.30000 eV
  eig G = 3.8028 0.0000 0.0000 0.0000 (dimensionless), rank 1
  grad omega_1 = 1.8709 0.5136 -0.0125 -0.1965 (dimensionless)
  E_HF = 7.18304, E2 = -0.21450, E_MP2 = 6.96854 eV
  orbital energies 8.5762 12.3567 15.0699 eV; lowest eig(A+B) = 0.7987 eV
  omega_1 at x-0.02, x+0.02 eV: -0.03736, 0.03747 eV; omega_2 at seam 3.6904 eV
  seam slope dx/dy: traced -0.27454, from gradient -0.27454
FCI cone: min gap over x = 2.3137*|y-y0|; z = 6, w = 0.3 eV below
  y = -0.10: ADC x* = 1.29714, FCI gap there 0.33356, FCI min gap 0.28856 eV
  y = -0.05: ADC x* = 1.36141, FCI gap there 0.17925, FCI min gap 0.17289 eV
  y = +0.00: ADC x* = 1.38776, FCI gap there 0.05723, FCI min gap 0.05719 eV
  y = +0.05: ADC x* = 1.38701, FCI gap there 0.05850, FCI min gap 0.05849 eV
  y = +0.10: ADC x* = 1.35887, FCI gap there 0.18178, FCI min gap 0.17413 eV
loop r = 0.1 eV in (x,y) about FCI S1/S0: sign FCI S0 -1.000, ADC S1 +1.000
  <Phi0|Psi0> start +0.9868, end -0.9868, zeros 1; zeros of omega_1 2
  omega_1 from -0.19718 to 0.18298 eV; smallest FCI gap 0.18670 eV
loop r = 0.05 eV in (z,w) about ADC S2/S1: sign ADC S1 -1.000
cone + (-0.03,+0.03) eV: exact ISR 0.08931, FCI 0.08931, ADC(2) -0.05362 eV
cone + (+0.03,+0.03) eV: exact ISR 0.08933, FCI 0.08933, ADC(2) 0.05793 eV
main: lowest omega_1 on loop -0.19718 eV = -3.1591e-20 J
main: FCI gap on ADC seam at y = 0.1 eV 0.18178 eV = 2.9125e-20 J
```
